# The large Dirac component is not the normalized Pauli wave function

**Q:** For an electron moving slowly in a static potential, I take the large component $\varphi$ of the Dirac spinor as the two-component wave function. The small component $\chi$ is smaller by a factor of order $v/c$, so I eliminate it. At order $1/c^2$ I find, in atomic units,

$$H_{\rm short}=\frac{p^2}{2}+V-\frac{p^4}{8c^2}+\frac{\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)}{4c^2}-\frac{i}{4c^2}\nabla V\cdot\mathbf p .$$

The last term is not Hermitian. I discard its anti-Hermitian part as an artefact and keep $\varphi$ as the wave function. The hydrogen levels come out right, so what could be wrong?

**A:** The anti-Hermitian part carries information: it says that $\varphi$ does not have a conserved norm of its own. What does the elimination give if you keep the energy $E$ explicit?

**Q:** I measure $E$ from the rest energy and assume no magnetic field. The Dirac equation is then the pair

$$V\varphi+c\,\boldsymbol\sigma\cdot\mathbf p\,\chi=E\varphi,\qquad c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi+(V-2c^2)\chi=E\chi .$$

The second equation gives $\chi=(2c^2+E-V)^{-1}c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi$. For $|E-V|\ll 2c^2$ I expand the inverse:

$$\chi\approx\frac{1}{2c}\left[1-\frac{E-V}{2c^2}\right]\boldsymbol\sigma\cdot\mathbf p\,\varphi .$$

**A:** Put this into the first equation, use $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$, and move the term containing $E$ to the right:

$$\left[\frac{p^2}{2}+V+\frac{\boldsymbol\sigma\cdot\mathbf p\,V\,\boldsymbol\sigma\cdot\mathbf p}{4c^2}\right]\varphi=E\,S\varphi,\qquad S=1+\frac{p^2}{4c^2}.$$

Call the bracket $K$. Both $K$ and $S$ are Hermitian, so nothing is wrong yet. But this is a generalized eigenvalue problem, with $S$ where an ordinary one has 1.

The same $S$ appears in the normalization. To leading order $\chi=\boldsymbol\sigma\cdot\mathbf p\,\varphi/2c$, so

$$1=\langle\varphi|\varphi\rangle+\langle\chi|\chi\rangle=\langle\varphi|S|\varphi\rangle .$$

Likewise, two orthogonal Dirac states $a$ and $b$ satisfy $\langle\varphi_a|S|\varphi_b\rangle=0$ to this order. Their large components alone need not be orthogonal.

**Q:** I want an ordinary Hamiltonian, so I multiply by $S^{-1}\approx1-p^2/4c^2$.

**A:** Then $H_L\varphi=E\varphi$ with $H_L=S^{-1}K$. Write $H_0=p^2/2+V$ and keep terms through $1/c^2$:

$$H_L=H_0+\frac{1}{4c^2}\left(\boldsymbol\sigma\cdot\mathbf p\,V\,\boldsymbol\sigma\cdot\mathbf p-p^2H_0\right).$$

Two products must be reordered. Since $\mathbf p=-i\nabla$ also differentiates $V$,

$$\boldsymbol\sigma\cdot\mathbf p\,V\,\boldsymbol\sigma\cdot\mathbf p=Vp^2-i(\boldsymbol\sigma\cdot\nabla V)(\boldsymbol\sigma\cdot\mathbf p)=Vp^2-i\nabla V\cdot\mathbf p+\boldsymbol\sigma\cdot(\nabla V\times\mathbf p).$$

The last step uses $(\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf b)=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b)$. The product rule for $-\nabla^2(Vf)$, with $\nabla=i\mathbf p$, gives

$$p^2V=Vp^2-2i\nabla V\cdot\mathbf p-\nabla^2V .$$

Subtract the second from the first, and include $-p^2(p^2/2)/4c^2=-p^4/8c^2$:

$$H_L=\frac{p^2}{2}+V-\frac{p^4}{8c^2}+\frac{\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)}{4c^2}+\frac{\nabla^2V}{4c^2}+\frac{i}{4c^2}\nabla V\cdot\mathbf p .$$

For charge $-e$ in an electric field $\boldsymbol{\mathcal E}$, $\nabla V=e\boldsymbol{\mathcal E}$. The last term is therefore the $\boldsymbol{\mathcal E}\cdot\mathbf p$ term.

**Q:** Its sign is opposite to mine, and I have no $\nabla^2V$ term.

**A:** We will trace that shortly. First separate the Hermitian and anti-Hermitian parts. Read $\mathbf p\cdot\nabla V$ as an operator, with $\mathbf p$ acting on everything to its right. Then $\mathbf p\cdot\nabla V=\nabla V\cdot\mathbf p-i\nabla^2V$, and so

$$i\nabla V\cdot\mathbf p=\frac{i}{2}\left(\nabla V\cdot\mathbf p+\mathbf p\cdot\nabla V\right)-\frac12\nabla^2V .$$

The sum in parentheses is Hermitian, so $i$ times it is anti-Hermitian. The remainder is Hermitian and reduces the coefficient of $\nabla^2V$ from $1/4$ to $1/4-1/8=1/8$. Thus $H_L=H_{\rm FW}+A$, where

$$H_{\rm FW}=\frac{p^2}{2}+V-\frac{p^4}{8c^2}+\frac{\nabla^2V}{8c^2}+\frac{\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)}{4c^2},$$

$$A=\frac{i}{8c^2}\left(\nabla V\cdot\mathbf p+\mathbf p\cdot\nabla V\right)=-\frac{[p^2,V]}{8c^2}.$$

The commutator form follows from the product rule above: $[p^2,V]=-2i\nabla V\cdot\mathbf p-\nabla^2V=-i(\nabla V\cdot\mathbf p+\mathbf p\cdot\nabla V)$.

**Q:** What does $A$ mean physically?

**A:** It transfers norm between the two components. A superposition of positive-energy states obeys $i\partial_t\varphi=H_L\varphi$, because $H_L$ does not contain $E$. Hence

$$\frac{d}{dt}\langle\varphi|\varphi\rangle=-i\langle H_L-H_L^\dagger\rangle=-2i\langle A\rangle=\frac{1}{4c^2}\langle\nabla V\cdot\mathbf p+\mathbf p\cdot\nabla V\rangle .$$

To leading order,

$$\frac{d}{dt}\langle p^2\rangle=i\langle[H_0,p^2]\rangle=-i\langle[p^2,V]\rangle=-\langle\nabla V\cdot\mathbf p+\mathbf p\cdot\nabla V\rangle .$$

So $\langle\varphi|\varphi\rangle$ falls at the rate at which $\langle p^2\rangle/4c^2$, the norm of $\chi$, rises. When the field speeds the electron up, weight moves into the small component. For a free particle $A=0$, but $\varphi$ still lacks the norm $\langle p^2\rangle/4c^2$.

**Q:** Then I should use a function that carries the whole norm.

**A:** Take $\psi=\Omega\varphi$ with $\Omega=1+p^2/8c^2$. Since $\Omega^2=S$ through order $1/c^2$, $\langle\psi|\psi\rangle=\langle\varphi|S|\varphi\rangle=1$. The operator for $\psi$ is

$$\Omega H_L\Omega^{-1}=H_L+\frac{[p^2,H_0]}{8c^2}=H_L+\frac{[p^2,V]}{8c^2}=H_{\rm FW}.$$

Here $H_0$ suffices in the commutator because the rest of $H_L$ is already of order $1/c^2$, and $p^2$ commutes with $p^2/2$. The added term cancels $A$.

A further unitary factor would preserve both the norm and Hermiticity, so $\psi$ is fixed only up to that choice. You may also keep $\varphi$, provided you use the metric $S$ for norms and overlaps. Mean values need more than $S$, as we will see for functions of position.

**Q:** And my opposite sign?

**A:** Your route inserts $\chi$ and then has to deal with

$$\boldsymbol\sigma\cdot\mathbf p\,(E-V)\,\boldsymbol\sigma\cdot\mathbf p=(E-V)p^2+i\nabla V\cdot\mathbf p-\boldsymbol\sigma\cdot(\nabla V\times\mathbf p).$$

You replaced $(E-V)p^2\varphi$ by $p^4\varphi/2$. But the leading-order equation is $(E-V)\varphi=p^2\varphi/2$, with $E-V$ acting directly on $\varphi$. Moving it there costs a commutator:

$$(E-V)p^2\varphi=p^2(E-V)\varphi+[p^2,V]\varphi=\frac{p^4}{2}\varphi+[p^2,V]\varphi .$$

This expression enters the Hamiltonian with the factor $-1/4c^2$. Omitting the commutator therefore gives

$$H_{\rm short}=H_L+\frac{[p^2,V]}{4c^2}=H_{\rm FW}+\frac{[p^2,V]}{8c^2}=H_{\rm FW}-A .$$

Applying $\Omega$ to this operator adds another $[p^2,V]/8c^2$ and doubles the unwanted term. The numerical check tests this in a smooth one-dimensional well, where the factor is 2.000. It also puts the exact $\varphi$ into both equations. When $c$ is doubled, the residual falls by 16.00 for $H_L$, as an error of order $1/c^4$ should, but only by 4.00 for $H_{\rm short}$.

**Q:** If I discard the anti-Hermitian part of $H_{\rm short}$, I am left with $H_{\rm FW}$. So I had the right operator.

**A:** Yes, but with the wrong function. From $H_L\varphi=E\varphi$ follows $(H_{\rm FW}-E)\varphi=-A\varphi$, an error of order $1/c^2$. The eigenfunction of $H_{\rm FW}$ is $\psi$.

**Q:** Why did the energies not warn me?

**A:** Because $A=-[p^2,H_0]/8c^2$. Between eigenstates of $H_0$,

$$\langle m|A|n\rangle=-\frac{E_n-E_m}{8c^2}\langle m|p^2|n\rangle ,$$

which vanishes for $m=n$ and within a degenerate level. Thus $H_L$, $H_{\rm FW}$ and $H_{\rm short}$ have the same first-order energies.

Take hydrogen 1s with a fixed point nucleus: $V=-1/r$, $\psi_0=e^{-r}/\sqrt\pi$, and $1/c^2$ hartree $=27.21139/137.036^2=1.4490\times10^{-3}$ eV. The terms of $H_L$ are as follows.

- Since $\nabla^2V=4\pi\delta(\mathbf r)$, its term is $4\pi|\psi_0(0)|^2/4c^2=1/c^2$, or $1.4490\times10^{-3}$ eV.
- Since $i\nabla V\cdot\mathbf p=r^{-2}\,d/dr$, its mean is $-4\int_0^\infty e^{-2r}dr=-2$. The term is $-1/2c^2$, or $-7.245\times10^{-4}$ eV.
- Since $p^2\psi_0=2(E-V)\psi_0$ with $E=-1/2$, $\langle p^4\rangle=4\langle(1/r-1/2)^2\rangle=4(2-1+1/4)=5$. The term is $-5/8c^2$, or $-9.057\times10^{-4}$ eV.

The spin-orbit term is zero for an s state. The sum is $-1/8c^2=-1.8113\times10^{-4}$ eV, against an exact Dirac shift of $-1.8114\times10^{-4}$ eV. Had you deleted the whole $\boldsymbol{\mathcal E}\cdot\mathbf p$ term from $H_L$, you would have found $1/c^2-5/8c^2=+3/8c^2$, or $+5.434\times10^{-4}$ eV, which has the wrong sign.

**Q:** Where, then, does using $\varphi$ do harm?

**A:** In norms, overlaps, off-diagonal elements and mean values. The exact 1s large component lacks a norm of $1.3313\times10^{-5}$, in agreement with $\langle p^2\rangle/4c^2=1/4c^2$.

**Q:** I could divide $\varphi$ by a number to repair that.

**A:** That repairs one norm, but not the overlaps. With $\langle 2s|p^2|1s\rangle=0.419026$, the large components of 1s and 2s should overlap by $-0.419026/4c^2=-5.578\times10^{-6}$. The exact Dirac functions give $-5.578\times10^{-6}$. Rescaling each function by a number changes this value only from $-5.57849\times10^{-6}$ to $-5.57854\times10^{-6}$, whereas the metric $S$ reduces it to $2.0\times10^{-10}$.

The anti-Hermitian term also has an element between these states. With $E_{1s}-E_{2s}=-0.375$ hartree,

$$\langle2s|A|1s\rangle=\frac{0.375\times0.419026}{8c^2}=1.046\times10^{-6}\ \text{hartree}=2.846\times10^{-5}\ \text{eV}.$$

This is about 16% of the magnitude of the 1s relativistic shift. The reversed element has the opposite sign, so no Hermitian matrix could contain this pair.

**Q:** So I take $\psi$, and $|\psi|^2$ is the electron density?

**A:** Not at this order, because the operators change along with the function. For a function $f(\mathbf r)$, the Dirac mean is $\langle\varphi|f|\varphi\rangle+\langle\varphi|\boldsymbol\sigma\cdot\mathbf p\,f\,\boldsymbol\sigma\cdot\mathbf p|\varphi\rangle/4c^2$. Insert $\varphi=(1-p^2/8c^2)\psi$. The operator between the $\psi$'s becomes

$$f+\frac{1}{4c^2}\left[\boldsymbol\sigma\cdot\mathbf p\,f\,\boldsymbol\sigma\cdot\mathbf p-\frac{p^2f+fp^2}{2}\right]=f+\frac{\nabla^2f}{8c^2}+\frac{\boldsymbol\sigma\cdot(\nabla f\times\mathbf p)}{4c^2},$$

by the two reordering formulas above with $f$ in place of $V$.

For $f=r$ in 1s, $\nabla^2r=2/r$, $\langle1/r\rangle=1$, and the spin term vanishes. The correction is $1/4c^2$ bohr, or $0.7045\times10^{-5}$ Å. Relative to the nonrelativistic $\langle r\rangle=0.793766$ Å, the shifts are:

- $\varphi$ as it stands: $-2.466\times10^{-5}$ Å
- $\psi$ with the plain operator $r$: $-2.1135\times10^{-5}$ Å
- $\psi$ with the corrected operator: $(-2.1135+0.7045)\times10^{-5}=-1.409\times10^{-5}$ Å
- full Dirac state: $-1.409\times10^{-5}$ Å

**Q:** What if I rescale $\varphi$ by a number here?

**A:** That also gives $-1.409\times10^{-5}$ Å, for a reason that 1s shares with the other hydrogen states of $j=n-\tfrac12$, such as $2p_{3/2}$ and $3d_{5/2}$, but not with 2s or $2p_{1/2}$, where the rescaled $\langle r\rangle$ is too large by $3/16c^2$ bohr. For 1s, at leading order $\chi\propto\boldsymbol\sigma\cdot\mathbf p\,e^{-r}=i\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,e^{-r}$, so $|\chi|^2$ has the same radial shape as $|\varphi|^2$, and a common factor drops out of a normalized mean. The agreement does not make rescaling a substitute for $\Omega$, as the 1s–2s overlap shows.

**Q:** When does the whole scheme fail?

**A:** When $|E-V|$ is not small compared with $2c^2$, or when momenta approach $c$. The kinetic part $p^2/2-p^4/8c^2$ turns negative for $p>2c$, so $H_{\rm FW}$ is not bounded below: use it in first-order perturbation theory or in a basis that holds no such momenta, not variationally in a large basis. A point nucleus violates the first condition at distances of order $1/2c^2$ bohr. There, for the $j=\tfrac12$ states such as 1s, 2s and $2p_{1/2}$, the exact $\varphi$ behaves as $r^{\gamma-1}$ with $\gamma=\sqrt{1-1/c^2}$, so $p^2\varphi$ grows as $r^{\gamma-3}$ and is not square integrable. For higher $j$, such as $2p_{3/2}$ and $3d_{5/2}$, $p^2\varphi$ stays square integrable. For hydrogen I have therefore used $\Omega$ and $S$ only in first-order matrix elements, which remain finite when written with $\nabla\varphi$. In a smooth potential and at low momentum, $\psi$ is normalized and obeys the Hermitian $H_{\rm FW}$ through order $1/c^2$, but mean values to that order still require the corrected operators.

## Computed results

```
HYDROGEN, fixed point nucleus
speed of light c = 137.0360 atomic units
1 hartree = 27.21139 eV; 1 bohr = 0.529177 angstrom
<1s|p^2|1s> = 1.000000, <2s|p^2|1s> = 0.419026 a.u.
1s norm missing from large component = 1.33130e-05
  estimate <p^2>/4c^2 = 1.33128e-05
  1s norm error with metric S = 3.54e-10
1s-2s overlap, large components = -5.57849e-06
  after rescaling by numbers = -5.57854e-06
  with metric S = 2.04e-10
<2s|anti-Hermitian term|1s> = 2.8462e-05 eV = 1.0460e-06 hartree
First-order 1s terms of H_L:
  lap(V)/4c^2 term = 1.4490e-03 eV
  i gradV.p/4c^2 term = -7.2452e-04 eV
  their sum = 7.2452e-04 eV
Shifts in eV: p^4, Darwin, spin-orbit, sum, exact Dirac
  1s1/2: -9.0565e-04, 7.2452e-04, 0.0000e+00, -1.8113e-04, -1.8114e-04
  2s1/2: -1.4717e-04, 9.0565e-05, 0.0000e+00, -5.6603e-05, -5.6605e-05
  2p1/2: -2.6415e-05, 0.0000e+00, -3.0188e-05, -5.6603e-05, -5.6605e-05
  2p3/2: -2.6415e-05, 0.0000e+00, 1.5094e-05, -1.1321e-05, -1.1321e-05
Nonrelativistic 1s <r> = 0.793766 angstrom
Shift of 1s <r> from that value, angstrom:
  phi, not normalized: -2.4657e-05
  phi, rescaled by a number: -1.4090e-05
  psi = (1+p^2/8c^2) phi: -2.1135e-05
  full Dirac state: -1.4090e-05
  operator correction to add to psi value: 7.0449e-06
GAUSSIAN WELL, one dimension
depth 150 eV, width 1.0 angstrom, c = 20 and 40 a.u.
Factor of decrease when c doubles (4: c^-2, 16: c^-4):
  anti-Hermitian part of H_L: 3.99
  same minus its formula: 15.93
  same after 1+p^2/8c^2: 15.92
  renormalized operator minus H_FW: 15.90
  residual of phi in H_L: 16.00
  residual of phi in shortcut: 4.00
  ground energy error, H_FW: 16.04
  ground energy error, H_L: 16.04
  ground energy error, shortcut: 16.04
  <x^2> error, psi alone: 4.00
  <x^2> error, corrected operator: 15.89
Shortcut: 1+p^2/8c^2 multiplies anti-Hermitian part by 2.000
```
